# Spin-orbit splitting of the vanadium 3d orbital doublet in silicon carbide

## 1. Definitions and conventions

Neutral vanadium on a silicon site of hexagonal silicon carbide has five valence electrons. Four enter the bonds to the carbon neighbours, and one remains in the 3d shell. The site has C3v symmetry, with the threefold axis along $z$. The model is

$$H=V+\lambda\,\mathbf L\cdot\mathbf S,\qquad \lambda>0,$$

acting on the five d orbitals times spin one half. $V$ is the crystal field, and $\mathbf L$ and $\mathbf S$ are in units of $\hbar$. Energies are in meV.

The orbitals $|m\rangle$ carry Condon–Shortley phases, so that

$$L_\pm|m\rangle=\sqrt{6-m(m\pm1)}\,|m\pm1\rangle .$$

In the reference geometry one bond points along $+z$, and one of the three basal neighbours lies at azimuth zero. The working basis is

$$e_+=\frac{|2\rangle+\sqrt2\,|{-1}\rangle}{\sqrt3},\qquad t_+=\frac{\sqrt2\,|2\rangle-|{-1}\rangle}{\sqrt3},\qquad a=|0\rangle .$$

Time reversal acts on the orbitals as $K|m\rangle=(-1)^m|{-m}\rangle$ and gives the partners

$$e_-=\frac{|{-2}\rangle-\sqrt2\,|1\rangle}{\sqrt3},\qquad t_-=\frac{\sqrt2\,|{-2}\rangle+|1\rangle}{\sqrt3}.$$

The energy zero is $\langle e_\pm|V|e_\pm\rangle$. The three parameters of the field are

$$E_t=\langle t_\pm|V|t_\pm\rangle,\qquad E_a=\langle a|V|a\rangle,\qquad W=\langle e_\pm|V|t_\pm\rangle .$$

The ground term is assumed to be the lower orbital doublet, with $E_t>0$ and the singlet above it. The quantity sought is the signed splitting of this term into two Kramers pairs,

$$\delta=E(\Gamma_4)-E(\Gamma_{5,6}),$$

where the labels are the C3v double-group symmetries identified in section 4.

The model leaves out covalent changes of the matrix elements of $\mathbf L$, the dynamic Jahn–Teller effect with its Ham reduction, strain and hyperfine coupling. Its result is an electronic model value and should not be read as a prediction of a measured line separation. Inequivalent silicon sites of a hexagonal polytype need separate sets of $E_t$, $E_a$ and $W$.

## 2. The crystal field

**Cubic orbitals.** In a regular tetrahedron with cubic axes $X,Y,Z$, the e functions are combinations of $X^2,Y^2,Z^2$ whose coefficients sum to zero. Every bond direction has $X^2=Y^2=Z^2$, so the e functions vanish along all four bonds. A threefold rotation permutes the three squares cyclically. Its eigenvalues in the e space are therefore the two complex cube roots of one, which excludes $m=0$ and allows a combination $\alpha|2\rangle+\beta|{-1}\rangle$.

At azimuth zero, $Y_{2,2}\propto\tfrac12\sin^2\theta$ and $Y_{2,-1}\propto\sin\theta\cos\theta$ with the same prefactor. The basal bond has $\cos\theta=-1/3$ and $\sin\theta=2\sqrt2/3$. The function must vanish there:

$$\tfrac12\alpha\sin\theta+\beta\cos\theta=0\quad\Rightarrow\quad \frac{\sqrt2}{3}\alpha=\frac{\beta}{3}\quad\Rightarrow\quad\beta=\sqrt2\,\alpha .$$

This is $e_+$. The orthogonal combination $t_+$ belongs to t2, as does $a$.

**Trigonal field.** Threefold symmetry lets $V$ connect only values of $m$ that differ by a multiple of three. Write $A_{|m|}=\langle m|V|m\rangle$ and $B=\langle2|V|{-1}\rangle$. Time reversal gives $-\langle{-2}|V|1\rangle=B^*$. Reflection in the $xz$ plane sends azimuth $\varphi$ to $-\varphi$ and acts on the basis as $|m\rangle\to(-1)^m|{-m}\rangle$ without complex conjugation, so it gives $-\langle{-2}|V|1\rangle=B$. Hence $B$ is real. Inserting the basis states,

$$\langle e_+|V|e_+\rangle=\frac{A_2+2A_1+2\sqrt2B}{3},\qquad \langle t_+|V|t_+\rangle=\frac{2A_2+A_1-2\sqrt2B}{3}.$$

Subtracting the first from the second and from $A_0$ gives the parameters to be extracted from a computed crystal-field matrix:

$$E_t=\frac{A_2-A_1-4\sqrt2B}{3},\qquad E_a=A_0-\frac{A_2+2A_1+2\sqrt2B}{3},$$

$$W=\frac{\sqrt2(A_2-A_1)+B}{3}.$$

Four real numbers minus the energy zero leave three parameters. If the basal neighbour lies at azimuth $\alpha_0$ instead of zero, the computed element is $B'=e^{-3i\alpha_0}B$, and $B=e^{3i\alpha_0}B'$ must be restored before these formulas are used. A half turn about $z$ reverses the sign of $B'$ and leaves it real; so does an axial bond along $-z$ with a basal neighbour at azimuth zero. Overlooking this changes all three parameters, which then no longer refer to the cubic e and t2 orbitals: a regular tetrahedron with gap $\Delta$ would give $E_t=-7\Delta/9$. The splitting obtained from the blocks of section 4 is unaffected, because the half turn commutes with $\mathbf L\cdot\mathbf S$ and with $J_z$.

Angular quadrature over four repulsive model ligands tested this structure. The regular tetrahedron gave e below t2, $W=0$ and $E_t=E_a$. A trigonally distorted one gave a nonzero $W$, and its whole matrix was reproduced by the three parameters and an energy zero.

## 3. Matrix elements of the orbital momentum

For the plus states, $L_z$ has the elements

$$\langle e_+|L_z|e_+\rangle=\frac{2-2}{3}=0,\qquad \langle t_+|L_z|t_+\rangle=\frac{4-1}{3}=1,$$

$$\langle e_+|L_z|t_+\rangle=\frac{2\sqrt2+\sqrt2}{3}=\sqrt2 .$$

Time reversal changes the sign of $\mathbf L$, so the minus states have the negative of this matrix. The zero expresses the quenching of orbital momentum in the cubic e doublet: one third of the weight has $m=2$ and two thirds have $m=-1$.

For the spin-flip terms, $L_+|{-2}\rangle=2|{-1}\rangle$ and $L_+|1\rangle=2|2\rangle$ give

$$L_+e_-=\frac{2|{-1}\rangle-2\sqrt2\,|2\rangle}{\sqrt3}=-2t_+,\qquad L_+t_-=\frac{2\sqrt2\,|{-1}\rangle+2|2\rangle}{\sqrt3}=2e_+ .$$

With $L_-|1\rangle=\sqrt6\,|0\rangle$ and $L_-|{-2}\rangle=0$,

$$L_-e_-=-2a,\qquad L_-t_-=\sqrt2\,a .$$

## 4. The two symmetry blocks

The coupling is $\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+)$. Threefold symmetry conserves $J_z$ modulo 3, which divides the ten states into three classes:

- $\Gamma_{5,6}$, class $3/2$: $e_-\!\uparrow,\ t_-\!\uparrow,\ e_+\!\downarrow,\ t_+\!\downarrow$.
- $\Gamma_4$, class $1/2$: $e_-\!\downarrow,\ t_-\!\downarrow,\ a\!\uparrow$.
- The Kramers partners of the second set, in class $-1/2$.

**Block $\Gamma_{5,6}$.** In each of the pairs $(e_-\!\uparrow,t_-\!\uparrow)$ and $(e_+\!\downarrow,t_+\!\downarrow)$ the signs of $L_z$ and $S_z$ are opposite. Both pairs therefore have the matrix

$$M=\begin{pmatrix}0&W-\lambda/\sqrt2\\ W-\lambda/\sqrt2&E_t-\lambda/2\end{pmatrix}.$$

The term $\tfrac12\lambda L_+S_-$ sends $e_-\!\uparrow$ to $-\lambda\,t_+\!\downarrow$ and $t_-\!\uparrow$ to $\lambda\,e_+\!\downarrow$. Its matrix from the first pair to the second is

$$C=\lambda\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad C^T=-C .$$

Let $u$ hold the coefficients on the first pair and $cu$ those on the second. The two rows of the eigenvalue equation are

$$(M-cC)u=Eu,\qquad (M+C/c)u=Eu .$$

They agree when $c^2=-1$. Each choice $c=\pm i$ leaves a Hermitian $2\times2$ matrix with off-diagonal element $W-\lambda/\sqrt2\mp i\lambda$. The two choices have the same eigenvalues, as Kramers degeneracy requires. The lower one is

$$E(\Gamma_{5,6})=\tfrac12\left[E_t-\tfrac{\lambda}{2}-\sqrt{\left(E_t-\tfrac{\lambda}{2}\right)^2+4\left(W-\tfrac{\lambda}{\sqrt2}\right)^2+4\lambda^2}\,\right].$$

**Block $\Gamma_4$.** For $e_-\!\downarrow$ and $t_-\!\downarrow$ the signs of $L_z$ and $S_z$ are equal, so the diagonal spin-orbit terms are reversed. The term $\tfrac12\lambda L_-S_+$ couples these states to $a\!\uparrow$. In the order $e_-\!\downarrow,t_-\!\downarrow,a\!\uparrow$,

$$H_4=\begin{pmatrix}0&W+\lambda/\sqrt2&-\lambda\\ W+\lambda/\sqrt2&E_t+\lambda/2&\lambda/\sqrt2\\ -\lambda&\lambda/\sqrt2&E_a\end{pmatrix}.$$

$E(\Gamma_4)$ is its lowest eigenvalue. The difference of the two lowest levels is the splitting within this model, without expansion in $\lambda$. Both blocks were tested against diagonalization of the ten-state Hamiltonian for three parameter sets.

**Cubic limit.** Set $W=0$ and $E_t=E_a=\Delta$. In $H_4$ the e state couples to the vector $k=(\lambda/\sqrt2,-\lambda)$ in the space $(t_-\!\downarrow,a\!\uparrow)$. The matrix of that space acts on it as

$$\left[\Delta+\lambda\begin{pmatrix}1/2&1/\sqrt2\\1/\sqrt2&0\end{pmatrix}\right]k=\left(\Delta-\frac{\lambda}{2}\right)k .$$

The two components of the spin-orbit part are $\lambda^2/(2\sqrt2)-\lambda^2/\sqrt2=-\lambda^2/(2\sqrt2)$ and $\lambda^2/2$, which are $-\lambda/2$ times those of $k$. The e state thus meets one level at $\Delta-\lambda/2$ with squared coupling $|k|^2=3\lambda^2/2$. The $\Gamma_{5,6}$ block has the same level and the squared coupling $\lambda^2/2+\lambda^2=3\lambda^2/2$. The lowest roots coincide for every $\lambda>0$, so $\delta=0$. An orbital doublet is therefore not sufficient for a splitting; the trigonal part of the field is needed as well. The numerical test used $\lambda=300$ meV, where a low-order cancellation alone would not have sufficed.

## 5. The term linear in the spin-orbit constant

For $\lambda$ small against the crystal-field gaps, $V$ is diagonalized first. Define

$$g_\pm=\cos\phi\,e_\pm-\sin\phi\,t_\pm,\qquad h_\pm=\sin\phi\,e_\pm+\cos\phi\,t_\pm .$$

Their coupling must vanish:

$$\langle g_\pm|V|h_\pm\rangle=W\cos2\phi-\tfrac12E_t\sin2\phi=0\quad\Rightarrow\quad\tan2\phi=\frac{2W}{E_t},$$

with $|\phi|<\pi/4$. The doublet energies are $E_g=(E_t-D)/2$ and $E_h=(E_t+D)/2$, where $D=\sqrt{E_t^2+4W^2}$. The singlet lies $G=E_a-E_g$ above the ground doublet.

The orbital momentum of $g_+$ follows from the matrix of section 3:

$$p=\langle g_+|L_z|g_+\rangle=\sin^2\phi-2\sqrt2\sin\phi\cos\phi=\sin^2\phi-\sqrt2\sin2\phi .$$

If $w_2$ is the weight of $|m|=2$ in $g_\pm$, then also

$$p=2w_2-(1-w_2)=3w_2-1 .$$

The cubic value $w_2=1/3$ gives zero. The trigonal field acts by shifting weight between $m=2$ and $m=-1$, whose orbital momenta have opposite signs.

The $\Gamma_4$ state $g_-\!\downarrow$ has first-order energy $\lambda(-p)(-\tfrac12)=\lambda p/2$. The $\Gamma_{5,6}$ state $g_-\!\uparrow$ has $-\lambda p/2$. Spin flips do not contribute within the doublet, since

$$L_+g_-=-2\cos\phi\,t_+-2\sin\phi\,e_+=-2h_+$$

is orthogonal to $g_+$. The linear splitting is therefore

$$\delta_1=\lambda p .$$

For $|W|\ll E_t$, $\phi\approx W/E_t$ and

$$p\approx-2\sqrt2\,\frac{W}{E_t}+\frac{W^2}{E_t^2}.$$

The sign of $W$ thus decides which Kramers pair is lower when the linear term dominates: $\Gamma_4$ for small positive $W$, $\Gamma_{5,6}$ for negative $W$.

The trace of $L_z$ over the two plus states is 1, so the upper doublet has the linear coefficient $1-p$. That coefficient gives its splitting only if $\lambda$ is also small against $|E_a-E_h|$.

## 6. The quadratic term

The remaining element of $L_z$ is

$$r=\langle h_+|L_z|g_+\rangle=\sqrt2\cos2\phi-\tfrac12\sin2\phi .$$

The state $g_-\!\uparrow$ couples to $h_-\!\uparrow$ with amplitude $-\lambda r/2$ and to $h_+\!\downarrow$ with amplitude $-\lambda$. Its second-order energy is

$$E_2(\Gamma_{5,6})=-\frac{\lambda^2r^2}{4D}-\frac{\lambda^2}{D}.$$

Its degenerate partner $g_+\!\downarrow$ is its time-reversed state. A time-reversal-even effective Hamiltonian has no element between Kramers partners, so the nondegenerate formula suffices.

The state $g_-\!\downarrow$ couples to $h_-\!\downarrow$ with amplitude $+\lambda r/2$. Its amplitude to $a\!\uparrow$ is

$$\frac{\lambda}{2}\left(-2\cos\phi-\sqrt2\sin\phi\right)=-\lambda\left(\cos\phi+\frac{\sin\phi}{\sqrt2}\right).$$

Thus

$$E_2(\Gamma_4)=-\frac{\lambda^2r^2}{4D}-\frac{\lambda^2}{G}\left(\cos\phi+\frac{\sin\phi}{\sqrt2}\right)^2 .$$

The terms in $r^2$ cancel in the difference, which leaves

$$\boxed{\delta=\lambda p+\lambda^2\left[\frac1D-\frac{(\cos\phi+\sin\phi/\sqrt2)^2}{G}\right]+O(\lambda^3)}$$

The bracket compares two spin-flip paths: $\Gamma_{5,6}$ is lowered by the upper doublet, $\Gamma_4$ by the singlet. Finite differences of the ten-state spectrum tested both coefficients for four parameter sets, including both signs of $W$ and $W=0$. The expansion fails when $\lambda$ is comparable with $D$ or $G$; the blocks of section 4 then still apply. If the singlet is lowest, the ground term is no longer the doublet treated here.

**No mixing of the doublets.** At $W=0$, $\phi=0$, $D=E_t$ and $G=E_a$. The linear term vanishes, but

$$\delta\approx\lambda^2\left(\frac1{E_t}-\frac1{E_a}\right)$$

survives, because the trigonal field still separates the t2 levels.

**Zero splitting.** Adding the part of $\delta_1$ linear in $W$ and setting the sum to zero gives

$$W_0\approx\frac{\lambda}{2\sqrt2}\left(1-\frac{E_t}{E_a}\right).$$

A vanishing splitting therefore does not prove that the site is cubic.

## 7. Worked example

The round model parameters are $E_t=1000$, $E_a=1100$, $W=20$ and $\lambda=30$ meV. They are not fitted to a particular site or polytype.

The mixing angle follows from $\tan2\phi=40/1000$, so $\phi=0.01999$ rad. The gaps are $D=1000.8$ meV and $G=1100.4$ meV. The weight $w_2=0.3146$ is slightly below one third, and

$$p=3(0.314625)-1\approx-0.0561 .$$

The small-$W$ expression gives $-0.0566+0.0004=-0.0562$. The two contributions to the splitting are

$$\lambda p=-1.684\ \text{meV},\qquad \delta_2=+0.058\ \text{meV},$$

with sum $-1.625$ meV. The full model gives

$$\delta=-2.533-(-0.914)=-1.619\ \text{meV},\qquad |\delta|=391.5\ \text{GHz}.$$

$\Gamma_4$ is the lower pair. The series differs from the full-model value by about 0.4% of the latter. This measures the truncation in $\lambda$ and says nothing about the effects omitted from the model.

The $\Gamma_{5,6}$ level can be followed by hand. Its real coupling is $20-30/\sqrt2=-1.21$ meV, so the squared coupling is $1.5+900=901.5$ meV². Division by $1000-15=985$ meV gives a lowering of 0.915 meV, close to the full 0.914 meV. Nearly all of it comes from the spin flip, because $W$ and $\lambda/\sqrt2$ almost cancel in this block. In $\Gamma_4$ they add to 41.2 meV, which accounts for most of the difference between the levels.

**Reversed mixing.** For $W=-20$ meV the full model gives $\delta=+1.810$ meV, or 437.7 GHz, with $\Gamma_{5,6}$ lower. The magnitudes for the two signs differ because $\delta$ contains terms even in $W$. Their leading part is $\lambda^2(1/E_t-1/E_a)+\lambda W^2/E_t^2=0.082+0.012=0.094$ meV. Half the sum of the two signed splittings is $(1.810-1.619)/2=0.096$ meV, in agreement to the accuracy of the expansion.

**Vanishing mixing.** For $W=0$ the quadratic formula gives 0.0818 meV and the full model 0.0840 meV. The next order can be found from the blocks. Expanding the denominators $E_t\mp\lambda/2$ contributes $\lambda^3/E_t^2$ to $\delta$: three quarters from $\Gamma_{5,6}$ and one quarter from $\Gamma_4$. The path e–t–a–e in $H_4$ contributes

$$2\,\frac{(\lambda/\sqrt2)(\lambda/\sqrt2)(-\lambda)}{E_tE_a}=-\frac{\lambda^3}{E_tE_a}.$$

The sum is $\lambda^3(1/E_t^2-1/(E_tE_a))=0.0025$ meV, close to the difference of 0.0022 meV.

The splitting vanishes at $W=0.979$ meV in the full model; the estimate $W_0$ is 0.964 meV. Near this point the two orders cancel, and the linear term alone is misleading.

For the upper doublet, $1-p=1.056$. Here $\lambda/(E_a-E_t)=0.3$ is not very small, so its splitting should be taken from the blocks and not from $\lambda(1-p)$.

## 8. Use in a calculation

1. Bring the crystal-field matrix to the phases and orientation of section 1, and extract $E_t$, $E_a$ and $W$ by the formulas of section 2. A complex $B$ or an element outside the C3v pattern signals a wrong orientation, a phase error or a lower symmetry.
2. Check that the doublet is the ground term. Evaluate the closed form for $\Gamma_{5,6}$ and diagonalize $H_4$.
3. Subtract levels by symmetry label. Sorting by energy alone loses the sign of $\delta$.
4. Compare with the boxed expansion. At small $\lambda/D$ and $\lambda/G$, a disagreement well beyond the size of third-order terms in $\lambda$ points to an error in building the blocks or in evaluating the expansion. A wrong sign of $B$ in step 1 leaves the block value of $\delta$ unchanged, but for a nearly tetrahedral site it makes $E_t$ negative. In the example it gives $E_t=-753$, $E_a=224$ and $W=330$ meV. The blocks still yield $-1.619$ meV, whereas the branch $|\phi|<\pi/4$ then describes the upper doublet and the expansion gives $+32$ meV. A negative $E_t$ therefore calls for a check of the orientation.

Since $\delta_1$ is nearly proportional to $W$ when the mixing is small, a relative error in $W$ passes almost unchanged into the linear splitting. An error of a few meV in $W$ is slight on the scale of $E_t$, but in this example it is a sizeable fraction of the result. The remaining values are listed in the numerical output.

## Numbers as computed

```
E_t = 1000 meV
E_a = 1100 meV
W = 20 meV
lambda = 30 meV
mixing angle phi = 0.019989 rad
gap between mixed doublets D = 1000.7997 meV
gap to singlet G = 1100.3998 meV
weight of |m|=2, w2 = 0.314625 (dimensionless)
p = -0.056124 (dimensionless)
p from small-W expansion = -0.056169 (dimensionless)
upper-doublet linear coefficient 1-p = 1.056124 (dimensionless)
linear contribution lambda*p = -1.6837 meV
quadratic contribution = 0.0584 meV
series splitting, both terms = -1.6253 meV
lowest Gamma4 level = -2.5333 meV
lowest Gamma5,6 level = -0.9144 meV
full-model signed splitting = -1.6190 meV
full-model splitting magnitude = 391.5 GHz
lower Kramers pair: Gamma4
W = 0: full-model signed splitting = 0.0840 meV
W = 0: quadratic formula = 0.0818 meV
W = -20 meV: full-model signed splitting = 1.8103 meV
W = -20 meV: series splitting = 1.8124 meV
W = -20 meV: magnitude = 437.7 GHz
W at zero splitting, full model = 0.9793 meV
W at zero splitting, estimate = 0.9642 meV
cubic test, lambda = 300 meV: |splitting| = 0.000000 meV
```
